**Void growth from an unbonded interface patch: threshold and corrections**

The program examines the threshold tension σ = 2γ/a, where γ is the metal surface energy and a is the radius of a circular unbonded patch. The result requires the work of adhesion W to be at least γ; for weaker bonding the threshold is (2γ/a) sin θᵥ, with cos θᵥ = 1 − W/γ. Free-form axisymmetric surface minimization, quadrature of cap energies and minimization with a movable edge are asserted to agree with the derived formulas within numerical tolerances. A variational eigenproblem for the pinned hemisphere asserts that the lowest mode is neutral for azimuthal order 0 and stable for orders 1 and 2. In units a = γ = 1, the movable-edge peak is 2.0000 for good bonding and 1.6942 for weak bonding, where the formula gives 1.6967 and the peak is a cusp sampled on a finite grid. For γ = 1.7 J/m² and a = 10 nm, the output gives thresholds of 340 MPa and 288 MPa for the two interfaces. Of the neglected effects sized by the program, a grain boundary crossing the patch is the largest, lowering the threshold by about 11%.

## Numerical check

```python
"""
Result under test: a void growing from a circular unbonded interface patch of
radius a, with its edge pinned, needs the tension sigma = 2*gamma/a, provided
the edge holds until the void is a hemisphere (work of adhesion W >= gamma).
If W < gamma the threshold is (2*gamma/a)*sin(theta_v), cos(theta_v)=1-W/gamma.
gamma: metal surface energy; theta: edge angle measured inside the void;
h: cap height; V: void volume; s = sigma*a/(2*gamma).
Tests use reduced units a = gamma = 1; the example uses SI internally.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar

PI = math.pi
nodes, weights = np.polynomial.legendre.leggauss(48)


def cap_height(volume, base_radius=1.0):
    """Height of a spherical cap of given volume and base radius."""
    return 2 * base_radius * math.sinh(
        math.asinh(3 * volume / (PI * base_radius**3)) / 3)


def barrier_reduced(s):
    """Derived barrier in units of gamma*a^2."""
    return 4 * PI / 3 * (1 - s * s)**1.5 / s**2


# --- Free-form axisymmetric surface, pinned at radius 1, no sphere assumed ---
t = (nodes + 1) * PI / 4
wt = weights * PI / 4
powers = np.arange(1, 8)
basis = np.cos(t)[:, None]**powers
dbasis = -np.sin(t)[:, None] * powers * np.cos(t)[:, None]**(powers - 1)


def shape_volume(c):
    rho = 1 + basis @ c
    return 2 * PI / 3 * np.sum(wt * rho**3 * np.sin(t))


def shape_energy(c, eps):
    """Surface energy with gamma(n) = 1 + eps*(n_z^2 - 1/3)."""
    rho, drho = 1 + basis @ c, dbasis @ c
    length = np.sqrt(rho**2 + drho**2)
    n_z = (drho * np.sin(t) + rho * np.cos(t)) / length
    gam = 1 + eps * (n_z**2 - 1 / 3)
    return 2 * PI * np.sum(wt * gam * rho * np.sin(t) * length)


def minimum_energy(volume, eps=0.0):
    start = np.zeros(len(powers))
    start[:2] = 0.2, -0.1
    res = minimize(shape_energy, start, args=(eps,), method="SLSQP",
                   constraints={"type": "eq",
                                "fun": lambda c: shape_volume(c) - volume},
                   options={"ftol": 1e-12, "maxiter": 300})
    assert abs(shape_volume(res.x) - volume) < 1e-6
    return res.fun


def needed_tension(volume, eps=0.0, dv=0.05):
    return (minimum_energy(volume + dv, eps)
            - minimum_energy(volume - dv, eps)) / (2 * dv)


V_HEMI = 2 * PI / 3
free_form = {}
for vol in (1.2, V_HEMI, 3.0):
    h = cap_height(vol)
    free_form[vol] = needed_tension(vol)
    # tolerance: finite-difference truncation and optimizer accuracy
    assert abs(free_form[vol] - 4 * h / (1 + h * h)) < 2e-3
assert free_form[V_HEMI] > max(free_form[1.2], free_form[3.0])

# Anisotropy: only normals in the interface plane (n_z = 0) should count
eps_test = 0.03
aniso_slope = (needed_tension(V_HEMI, eps_test)
               - needed_tension(V_HEMI, -eps_test)) / (2 * eps_test)
assert abs(aniso_slope - 2 * (-1 / 3)) < 0.02


# --- Energy landscape of pinned caps from quadrature -------------------------
def cap_integrals(theta):
    """Area, volume and mid-plane section area of caps with unit base radius."""
    theta = np.atleast_1d(theta)
    ang = theta[:, None] * (nodes + 1) / 2
    w = theta[:, None] * weights / 2
    radius = 1 / np.sin(theta)
    area = 2 * PI * radius**2 * np.sum(w * np.sin(ang), axis=1)
    vol = PI * radius**3 * np.sum(w * np.sin(ang)**3, axis=1)
    section = 2 * radius**2 * np.sum(w * np.sin(ang)**2, axis=1)
    return area, vol, section


theta_grid = np.linspace(0.01, 0.97 * PI, 6000)
area_grid, vol_grid, _ = cap_integrals(theta_grid)
low = theta_grid < PI / 2
for s in (0.75, 0.9, 0.98):
    G = area_grid - PI - 2 * s * vol_grid
    i_min = np.argmin(np.where(low, G, np.inf))
    i_max = np.argmax(np.where(low, -np.inf, G))
    h_minus = (1 - math.sqrt(1 - s * s)) / s
    h_plus = (1 + math.sqrt(1 - s * s)) / s
    assert abs(math.tan(theta_grid[i_min] / 2) - h_minus) < 2e-3
    assert abs(math.tan(theta_grid[i_max] / 2) - h_plus) < 4e-3
    assert abs(G[i_max] - G[i_min] - barrier_reduced(s)) < 1e-4
assert np.all(np.diff(area_grid - PI - 2 * 1.01 * vol_grid) < 0)

# Grain boundary through the patch centre: section area removed per volume
_, v_pair, sec_pair = cap_integrals(np.array([PI / 2 - 1e-3, PI / 2 + 1e-3]))
section_per_volume = (sec_pair[1] - sec_pair[0]) / (v_pair[1] - v_pair[0])
assert abs(section_per_volume - 2 / PI) < 1e-4

# --- Second variation on the pinned hemisphere, azimuthal order m ------------
u, wu = (nodes + 1) / 2, weights / 2
stability = []
for m in (0, 1, 2):
    k = np.arange(1, 7)
    poly = u[:, None]**k
    one = (1 - u**2)[:, None]
    slope = one * k * u[:, None]**(k - 1) - m * u[:, None]**(k + 1)
    w_st = (wu * (1 - u**2)**(m - 1.0))[:, None]
    w_ms = (wu * (1 - u**2)**m)[:, None]
    stiff = slope.T @ (w_st * slope) + m**2 * poly.T @ (w_st * poly)
    mass = poly.T @ (w_ms * poly)
    stability.append(eigh(stiff, mass, eigvals_only=True)[0] - 2)
assert np.allclose(stability, [0, 4, 10], atol=1e-6)


# --- Movable edge: minimize over base radius at each volume ------------------
def edge_energy(r, volume, adhesion):
    """Adhesion is W/gamma outside the patch and zero inside it."""
    h = cap_height(volume, r)
    bond = adhesion if r > 1 else 0.0
    return PI * (r * r + h * h) - (1 - bond) * PI * (r * r - 1)


def movable_edge(adhesion):
    """Largest tension needed, and edge angle once the edge has moved."""
    volumes = np.arange(0.05, 4.2, 0.01)
    energies = []
    for v in volumes:
        res = minimize_scalar(edge_energy, bounds=(0.5, 3.0),
                              args=(v, adhesion), method="bounded",
                              options={"xatol": 1e-9})
        energies.append(res.fun)
    assert res.x > 1.001
    angle = 2 * math.atan(cap_height(volumes[-1], res.x) / res.x)
    return np.max(np.diff(energies) / np.diff(volumes)), angle


# --- Example inputs (rough typical values for a copper line) -----------------
gamma = 1.7            # J/m^2
a = 10e-9              # m
W_strong, W_weak = 2.2, 0.8    # J/m^2, round values
sigma_line = 250e6     # Pa
temperature = 473.0    # K
young, poisson = 120e9, 0.34
gamma_gb = 0.6         # J/m^2
aniso_spread = 0.10    # (gamma_100 - gamma_111)/gamma
width, thick, length_line = 100e-9, 100e-9, 10e-6
attempt_rate = 1e13    # 1/s
years = 10

theta_strong = math.acos(1 - W_strong / gamma)
theta_weak = math.acos(1 - W_weak / gamma)
peak_strong, angle_strong = movable_edge(W_strong / gamma)
peak_weak, angle_weak = movable_edge(W_weak / gamma)
# tolerance: the weak case has a cusp sampled on a finite volume grid
assert abs(peak_strong - 2) < 5e-3
assert abs(peak_weak - 2 * math.sin(theta_weak)) < 1e-2
assert abs(angle_strong - theta_strong) < 1e-3
assert abs(angle_weak - theta_weak) < 1e-3

sigma_th = 2 * gamma / a
sigma_weak = sigma_th * math.sin(theta_weak)
s_line = sigma_line / sigma_th
h_line = a * (1 - math.sqrt(1 - s_line**2)) / s_line
a_critical = 2 * gamma / sigma_line
sigma_near = 330e6
s_near = sigma_near / sigma_th
saddle_angle = PI - math.asin(s_near)
assert saddle_angle < theta_strong
barrier_near = gamma * a**2 * barrier_reduced(s_near) / const.e

# --- Sizes of neglected effects ----------------------------------------------
gb_drop = gamma_gb * section_per_volume / (2 * gamma)

phi = np.linspace(0, 2 * PI, 720, endpoint=False)[:, None]
e1 = np.array([1, -1, 0]) / math.sqrt(2)
e2 = np.array([1, 1, -2]) / math.sqrt(6)
normals = np.cos(phi) * e1 + np.sin(phi) * e2
cubic_equator = np.mean(np.sum(normals**4, axis=1)) - 3 / 5
cubic_range = 1 - 1 / 3       # value at <100> minus value at <111>
aniso_shift = aniso_spread / cubic_range * cubic_equator

# Spherical cavity in remote tension: u = A*r + B/r^2, unit cavity radius
lam = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
mu = young / (2 * (1 + poisson))
outer = 200.0
rows = [[3 * lam + 2 * mu, -4 * mu / r**3] for r in (1.0, outer)]
A_el, B_el = np.linalg.solve(rows, [0.0, sigma_th])
hoop_strain = A_el + B_el
hoop_stress = lam * 3 * A_el + 2 * mu * hoop_strain
assert abs(hoop_stress / sigma_th - 1.5) < 1e-4
elastic_drop = hoop_stress * hoop_strain / sigma_th

kT = const.k * temperature
log_attempts = math.log(attempt_rate * years * const.year)
s_thermal = brentq(lambda s: gamma * a**2 * barrier_reduced(s)
                   - log_attempts * kT, 0.5, 1 - 1e-12)
assert PI - math.asin(s_thermal) < theta_strong

bulk = young / (3 * (1 - 2 * poisson))
void_volume = 2 * PI / 3 * a**3
stress_loss = bulk * void_volume / (width * thick * length_line)
crack_release = sigma_th**2 * a / young

# --- Output ------------------------------------------------------------------
deg = math.degrees
print("INPUTS (rough or round values)")
print(f"surface energy gamma: {gamma:.2f} J/m^2")
print(f"patch radius a: {a*1e9:.1f} nm")
print(f"adhesion W, well bonded / weak: {W_strong:.1f} / {W_weak:.1f} J/m^2")
print(f"line tension: {sigma_line/1e6:.0f} MPa")
print(f"temperature: {temperature:.0f} K")
print(f"Young modulus: {young/1e9:.0f} GPa; Poisson ratio: {poisson:.2f}")
print(f"grain-boundary energy: {gamma_gb:.2f} J/m^2")
print(f"anisotropy (g100-g111)/gamma: {100*aniso_spread:.0f} %")
print(f"line width, thickness: {width*1e9:.0f}, {thick*1e9:.0f} nm")
print(f"line length: {length_line*1e9:.0f} nm")
print(f"attempt rate: {attempt_rate:.0e} 1/s; time: {years} years")
print("TESTS (a = gamma = 1)")
for vol, val in free_form.items():
    h = cap_height(vol)
    print(f"V={vol:.3f}: free-form {val:.4f}, cap law {4*h/(1+h*h):.4f}")
print(f"anisotropy slope: {aniso_slope:.4f}, rule {-2/3:.4f}")
print("hemisphere stability m=0,1,2: "
      + ", ".join(f"{abs(x) if abs(x) < 1e-6 else x:.3f}" for x in stability))
print(f"movable edge, well bonded: peak {peak_strong:.4f}, rule {2:.4f}")
print(f"movable edge, weak: peak {peak_weak:.4f}, "
      f"rule {2*math.sin(theta_weak):.4f}")
print("RESULTS")
print(f"threshold 2*gamma/a: {sigma_th/1e6:.1f} MPa")
print(f"  same in eV/angstrom^3: {sigma_th*1e-30/const.e:.3e}")
print(f"unpinning angle, well bonded: {deg(theta_strong):.1f} deg")
print(f"unpinning angle, weak: {deg(theta_weak):.1f} deg")
print(f"threshold, weak interface: {sigma_weak/1e6:.1f} MPa")
for radius_nm in (5, 20, 50):
    print(f"threshold for a = {radius_nm} nm: "
          f"{2*gamma/(radius_nm*1e-9)/1e6:.1f} MPa")
print(f"s at line tension: {s_line:.4f}")
print(f"stable cap height at line tension: {h_line*1e9:.2f} nm")
print(f"stable cap angle: {deg(math.asin(s_line)):.1f} deg")
print(f"smallest growing patch at line tension: {a_critical*1e9:.1f} nm")
print(f"s at {sigma_near/1e6:.0f} MPa: {s_near:.4f}")
print(f"saddle angle there: {deg(saddle_angle):.1f} deg")
print(f"barrier there: {barrier_near:.1f} eV")
print("NEGLECTED EFFECTS")
print(f"grain boundary lowers threshold by: {100*gb_drop:.1f} %")
print(f"anisotropy, (111) film, shift: {100*aniso_shift:.2f} %")
print(f"wall hoop stress / tension: {hoop_stress/sigma_th:.3f}")
print(f"elastic wall energy / tension: {100*elastic_drop:.2f} %")
print(f"kT: {kT/const.e:.4f} eV; ln(attempts): {log_attempts:.1f}")
print(f"thermal activation lowers threshold by: {100*(1-s_thermal):.2f} %")
print(f"hemisphere volume: {void_volume*1e27:.0f} nm^3")
print(f"bulk modulus: {bulk/1e9:.0f} GPa")
print(f"stress lost by hemisphere: {stress_loss/1e6:.2f} MPa")
print(f"crack energy release, order: {crack_release:.4f} J/m^2")
print("tests ok")
```

Output:

```
INPUTS (rough or round values)
surface energy gamma: 1.70 J/m^2
patch radius a: 10.0 nm
adhesion W, well bonded / weak: 2.2 / 0.8 J/m^2
line tension: 250 MPa
temperature: 473 K
Young modulus: 120 GPa; Poisson ratio: 0.34
grain-boundary energy: 0.60 J/m^2
anisotropy (g100-g111)/gamma: 10 %
line width, thickness: 100, 100 nm
line length: 10000 nm
attempt rate: 1e+13 1/s; time: 10 years
TESTS (a = gamma = 1)
V=1.200: free-form 1.8446, cap law 1.8451
V=2.094: free-form 1.9999, cap law 2.0000
V=3.000: free-form 1.9489, cap law 1.9500
anisotropy slope: -0.6665, rule -0.6667
hemisphere stability m=0,1,2: 0.000, 4.000, 10.000
movable edge, well bonded: peak 2.0000, rule 2.0000
movable edge, weak: peak 1.6942, rule 1.6967
RESULTS
threshold 2*gamma/a: 340.0 MPa
  same in eV/angstrom^3: 2.122e-03
unpinning angle, well bonded: 107.1 deg
unpinning angle, weak: 58.0 deg
threshold, weak interface: 288.4 MPa
threshold for a = 5 nm: 680.0 MPa
threshold for a = 20 nm: 170.0 MPa
threshold for a = 50 nm: 68.0 MPa
s at line tension: 0.7353
stable cap height at line tension: 4.38 nm
stable cap angle: 47.3 deg
smallest growing patch at line tension: 13.6 nm
s at 330 MPa: 0.9706
saddle angle there: 103.9 deg
barrier there: 65.8 eV
NEGLECTED EFFECTS
grain boundary lowers threshold by: 11.2 %
anisotropy, (111) film, shift: -1.50 %
wall hoop stress / tension: 1.500
elastic wall energy / tension: 0.42 %
kT: 0.0408 eV; ln(attempts): 49.5
thermal activation lowers threshold by: 0.29 %
hemisphere volume: 2094 nm^3
bulk modulus: 125 GPa
stress lost by hemisphere: 2.62 MPa
crack energy release, order: 0.0096 J/m^2
tests ok
```
